# Why a moving observer sees Planck spectra in blackbody radiation

## The result

Let blackbody radiation of temperature $T$ be isotropic and unpolarized in a frame $S$, and let an observer move through it with constant velocity $\beta c$ along $z$. The observer looks in a direction at angle $\theta'$ to this velocity, measured in the observer's own frame $S'$. At every photon energy $E'$ the mean number of photons per mode is then

$$f'(E',\theta')=\frac{1}{e^{E'/k_BT'(\theta')}-1},\qquad T'(\theta')=\frac{T}{\gamma(1-\beta\cos\theta')},\tag{1}$$

with $\gamma=(1-\beta^2)^{-1/2}$. Each direction shows a Planck spectrum in shape and in absolute brightness. The sky is warmer ahead and cooler behind.

Two facts produce this. The occupation number $f$ is the same in both frames, and the Doppler factor of a photon depends on its direction but not on its energy. The notes treat each contribution separately, and then weigh them against one another and against what the ideal model omits.

The setting is flat spacetime and vacuum. The algebra uses atomic units, so $\hbar=1$ and $c\approx137$. A photon seen in a given look direction travels the opposite way, which fixes the signs below.

## What is being counted

The occupation number is defined by the number of photons in a small cell of phase space,

$$dN=2f\,\frac{d^3x\,d^3p}{(2\pi)^3}.\tag{2}$$

The factor 2 counts the polarizations, and $f$ is the mean over both. The cell must be large enough for position and momentum to be specified together, so (2) describes freely travelling radiation and not the evanescent fields close to a surface.

The quantity usually measured is the spectral intensity $I$: energy per unit area, time, solid angle and photon energy. Put $p=E/c$ and $d^3p=p^2dp\,d\Omega=E^2dE\,d\Omega/c^3$ into (2). Multiplying by $E$ gives an energy density, and multiplying that by $c$ gives a flow:

$$I=c\cdot E\cdot\frac{2f}{8\pi^3}\frac{E^2}{c^3}=\frac{E^3f}{4\pi^3c^2}.\tag{3}$$

Thus $I/E^3$ measures $f$. The prefactor can be checked through the flux leaving a black surface. The integral of the cosine to the normal over a hemisphere is $\pi$, and $\int_0^\infty x^3dx/(e^x-1)=\pi^4/15$, so

$$F=\pi\int_0^\infty I\,dE=\frac{(k_BT)^4}{4\pi^2c^2}\,\frac{\pi^4}{15}=\frac{\pi^2(k_BT)^4}{60c^2}.$$

This is the Stefan–Boltzmann law. At 300 K, numerical integration of (3) and the standard constant $\sigma$ both give 459.300 W/m².

## First contribution: the energy of each photon

Let $\mu=p_z/p$ be the cosine of the travel direction in $S$. The boost to the observer's frame is

$$E'=\gamma(E-\beta cp_z)=\gamma E(1-\beta\mu),\qquad cp_z'=\gamma(cp_z-\beta E).\tag{4}$$

Define the Doppler factor $D=E'/E$. The look direction in $S$ has $\cos\theta=-\mu$, so $D=\gamma(1+\beta\cos\theta)$. To express $D$ by the angle the observer measures, use the inverse boost, $E=\gamma(E'+\beta cp_z')$, with $cp_z'=-E'\cos\theta'$:

$$E=\gamma E'(1-\beta\cos\theta'),\qquad D=\frac{1}{\gamma(1-\beta\cos\theta')}.\tag{5}$$

The directions follow from (4) as well:

$$\cos\theta'=-\frac{cp_z'}{E'}=\frac{\gamma E(\cos\theta+\beta)}{\gamma E(1+\beta\cos\theta)}=\frac{\cos\theta+\beta}{1+\beta\cos\theta}.\tag{6}$$

Look directions crowd towards the front. At $\beta=0.5$, a direction at 90° in $S$ is seen at 60° in $S'$.

Equation (5) changes photon energies. It does not yet say how many photons are found at the new energy, and that number decides whether the result is a blackbody or merely has the colour of one.

## Second contribution: the volume in momentum space

Take photons whose momenta fill a small volume $d^3p$. The boost leaves $p_x$ and $p_y$ unchanged, so the Jacobian matrix of $\mathbf p\to\mathbf p'$ is triangular and its determinant is $\partial p_z'/\partial p_z$. From $E=cp$ we have $\partial E/\partial p_z=cp_z/p=c\mu$. Hence

$$\frac{\partial p_z'}{\partial p_z}=\gamma\left(1-\frac{\beta}{c}\,c\mu\right)=\gamma(1-\beta\mu)=D,\qquad d^3p'=D\,d^3p.\tag{7}$$

This also gives the change in solid angle. Along one direction $p'=Dp$ with $D$ independent of $p$, so $p'^2dp'=D^3p^2dp$. Equation (7) then reads $D^3p^2dp\,d\Omega'=D\,p^2dp\,d\Omega$, that is,

$$d\Omega'=D^{-2}d\Omega.\tag{8}$$

## Third contribution: the volume in ordinary space

The photons considered also occupy a volume $d^3x$ at one instant of $S$. The observer measures their volume at one instant of $S'$, which is a different set of events on the same worldlines. There is no frame in which the photons rest, so the usual formula for the contraction of a body from its rest length does not apply. The worldlines must be followed.

A photon at $z_0$ when $t=0$ has $z=z_0+c\mu t$. The observer's instant $t'=\gamma(t-\beta z/c)=0$ occurs at $t=\beta z/c$. Inserting this in the worldline,

$$z=z_0+\mu\beta z\quad\Rightarrow\quad z=\frac{z_0}{1-\beta\mu}.$$

The observer's coordinate of that event is

$$z'=\gamma(z-\beta ct)=\gamma(1-\beta^2)z=\frac z\gamma=\frac{z_0}{\gamma(1-\beta\mu)}=\frac{z_0}{D}.\tag{9}$$

Between the two cuts the photon also moves sideways, by an amount proportional to $z_0$. This shears the volume without changing its size, since the matrix is again triangular. Therefore

$$d^3x'=D^{-1}d^3x.\tag{10}$$

Photons met head-on have $D>1$ and are packed more densely for the observer. Photons that overtake the observer have $\mu>\beta$, hence $D<1$, and are spread out. The two cases meet at $D=1$, where $\mu=(1-1/\gamma)/\beta$. This value lies between 0 and $\beta$, so it belongs to photons that move forward but are themselves overtaken by the observer.

## The two volumes cancel

From (7) and (10), $d^3x'\,d^3p'=d^3x\,d^3p$. Strictly, $\mathbf x'$ depends on $\mathbf p$ as well as on the initial position. However, $\mathbf p'$ does not depend on position, so the full six-dimensional Jacobian matrix is block triangular and its determinant is the product of the two factors.

Because $1-\beta\mu>0$, each worldline meets the surface $t'=0$ once. No photon is created or absorbed on the way, so $dN'=dN$. With equal numbers and equal phase-space volumes, (2) gives

$$f'(\mathbf p')=f(\mathbf p).\tag{11}$$

A numerical Jacobian at $\beta=0.5$, for one photon travelling obliquely, gave a space factor of 1.414936 and a momentum factor of 0.706746, with product 1.00000000.

Now insert the Planck law of frame $S$ and replace $E$ by $E'/D$:

$$f'=\frac{1}{e^{E/k_BT}-1}=\frac{1}{e^{E'/(k_BTD)}-1}.$$

This is a Planck law with $T'=DT$, which is (1). The temperature scales as the photon energy does, and no factor is left over in front.

## Weighing the contributions to the brightness

The intensity is not invariant. By (3) and (11), at corresponding energies $E'=DE$,

$$\frac{I'}{I}=\frac{E'^3}{E^3}=D^3.$$

The separate contributions show where the cube comes from. Each photon carries $D$ times the energy. By (10), a given group of photons is $D$ times as dense. By (8), the group fills $D^{-2}$ of its former solid angle, which multiplies the intensity by $D^2$. The group is spread over an energy interval $D$ times as wide, which contributes $D^{-1}$. Altogether

$$D\cdot D\cdot D^2\cdot D^{-1}=D^3.$$

For $\beta=0.5$ and the forward direction, $D=1.732$. The four factors are 1.732, 1.732, 3.000 and 0.577, with product 5.20. Concentration into a smaller solid angle is the largest of them. A blackbody at $T'=DT$ needs this cube: its intensity at $E'=DE$ has the same exponential as the original at $E$, and a prefactor $D^3$ times as large. If intensity were carried over unchanged, the spectrum would have the Planck shape for $T'$ but would be too faint ahead by a factor of 5.20.

These alternatives were compared by a direct count at $\beta=0.5$. Two million photons were drawn from an isotropic Planck gas in $S$, their worldlines were cut at $t'=0$, and those found inside a fixed length of $S'$ with energies $E'$ up to $6k_BT$ were sorted into 64 bins of look direction and energy. The predicted counts had no adjustable normalization. For a correct law, the sum of squared deviations divided by expected counts should be near 64, with a statistical spread of about $\sqrt{2\times64}\approx11$. Equation (1) gave 70.1. The rule of unchanged intensity gave $1.2\times10^6$, and a single temperature for all directions, set to $1.096\,T$ to match the total energy density, gave $9.0\times10^5$.

## What belongs to Planck's law and what to photons

Equation (11) holds for any occupation number. An isotropic spectrum $f(E)$ of any shape is seen as $f(E'/D)$ in each direction. In Planck's law $E$ and $T$ enter only as $E/T$, so stretching the energy scale is the same as changing the temperature. Any other law with this property, such as Wien's exponential $e^{-E/k_BT}$, keeps its form in the same way. A diluted spectrum, $\epsilon$ times a Planck occupation with constant $\epsilon$, remains diluted by the same $\epsilon$.

The vanishing photon mass matters at a different point. For a particle of mass $m$, phase-space volume is still invariant; the numerical Jacobian gave 1.00000000 in that case too. But the inverse boost now contains the particle's speed $v'=c^2p'/E'$:

$$\frac{E}{E'}=\gamma\left(1-\beta\frac{v'}{c}\cos\theta'\right).\tag{12}$$

Along a fixed direction this ratio varies with energy, except where $\cos\theta'=0$. Take $\beta=0.5$, the forward direction, and units with $m=c=1$. As $p'$ rises from 0.5 to 4, $E/E'$ falls from 0.897 to 0.595. For photons it stays at 0.577. A thermal gas of massive particles therefore does not generally keep its thermal form under a mere change of temperature, although its occupation number is invariant.

## A fast observer

At $\beta=0.5$, $\gamma=1.1547$, and (1) gives:

| $\theta'$ | $T'/T$ |
|---|---|
| 0° | 1.732 |
| 60° | 1.155 |
| 90° | 0.866 |
| 120° | 0.693 |
| 180° | 0.577 |

The sky at 90° is cooler than $T$ by the factor $1/\gamma$. By (6), radiation seen at $\cos\theta'=0$ comes from $\cos\theta=-\beta$, somewhat behind the observer in $S$. The direction with $T'=T$ satisfies $\cos\theta'=(1-1/\gamma)/\beta=0.268$, or $\theta'\approx74^\circ$.

The totals follow by integrating over the sky. Photon density varies as $T'^3$ in each direction. With $u=\cos\theta'$,

$$\frac{n'}{n}=\frac{1}{2\gamma^3}\int_{-1}^{1}\frac{du}{(1-\beta u)^3}=\frac{1}{4\beta\gamma^3}\left[\frac1{(1-\beta)^2}-\frac1{(1+\beta)^2}\right]=\frac{1}{4\beta\gamma^3}\,4\beta\gamma^4=\gamma.$$

The photon count gave 1.1539. Its standard error is about 0.0006, so it lies about 1.3 standard errors from the predicted 1.1547, which is an ordinary sampling deviation. Energy density varies as $T'^4$:

$$\frac{w'}{w}=\frac{1}{2\gamma^4}\int_{-1}^{1}\frac{du}{(1-\beta u)^4}=\frac{\gamma^6}{6\beta\gamma^4}\left[(1+\beta)^3-(1-\beta)^3\right]=\gamma^2\left(1+\frac{\beta^2}{3}\right),$$

since the bracket is $6\beta+2\beta^3$. The value is 1.444, and transforming the stress tensor of the radiation gives the same result.

Suppose the observer carries a small black sphere, still large compared with the wavelengths, with a uniform surface temperature $T_s$. It absorbs $\pi r^2cw'$ and emits $4\pi r^2\sigma T_s^4$. Since $\sigma T^4=cw/4$, balance requires $T_s^4/T^4=w'/w$, so $T_s=1.096\,T$. This thermometer reading expresses an energy balance. It is not the temperature of the spectrum in every direction.

## A slow observer: the microwave sky

For $\beta\ll1$, use $1/\gamma=1-\beta^2/2+\dots$ and expand the denominator of (1):

$$\frac{T'}{T}=1+\beta\cos\theta'+\beta^2\left(\cos^2\theta'-\tfrac12\right)+O(\beta^3).\tag{13}$$

The real case is a radiometer carried with the solar system through the cosmic microwave background. Rough values are $T=2.7$ K and a speed of 370 km/s, so $\beta=1.234\times10^{-3}$. Digits beyond those of the inputs serve to show small differences within the model. They are not a claim about the real sky.

The temperatures are 2.703334 K ahead, 2.699998 K sideways and 2.696670 K behind. Half the front-to-back difference is

$$\frac T{2\gamma}\left(\frac1{1-\beta}-\frac1{1+\beta}\right)=\gamma\beta T=3.332\ \text{mK}.$$

The second-order scale is $\beta^2T=4.1$ µK. By (13) it adds about 2.1 µK ahead and behind and removes 2.1 µK sideways. Straight ahead, the first-order term is thus about 1600 times the second-order term.

Consider a channel at $E'=6.0\times10^{-4}$ eV, which is 145 GHz. A photon seen there from straight ahead has energy $E=5.9926\times10^{-4}$ eV in $S$. With $k_BT=2.32668\times10^{-4}$ eV,

$$f'=\frac{1}{e^{5.9926/2.32668}-1}=\frac{1}{e^{2.5756}-1}=0.08238.$$

The sideways value is 0.08209 and the backward value 0.08181. The sky ahead is brighter in this channel because its photons come from a lower energy in $S$, where modes are fuller. The occupation rises by 0.345% from the side to the front while the temperature rises by 0.124%. With $x=E'/k_BT$, the ratio of these changes is

$$\frac{d\ln f}{d\ln T}=\frac{xe^x}{e^x-1}=x(1+f)=2.579\times1.082=2.79.$$

## Where the Planck form is lost

Equation (1) describes one direction at a time. A detector that adds radiation from several directions receives a mixture of temperatures. Let their mean be $\bar T$ and their relative variance $s^2\ll1$. Averaging a Taylor expansion of $f$ about $\bar T$ removes the linear term:

$$\langle f\rangle\approx f(\bar T)+\tfrac12s^2\bar T^2f_{TT}(\bar T),$$

where subscripts denote derivatives at fixed energy. Define $T_{eq}$ as the temperature whose Planck occupation equals $\langle f\rangle$. To the same order, $\langle f\rangle\approx f(\bar T)+(T_{eq}-\bar T)f_T$, so

$$\frac{T_{eq}}{\bar T}-1=\frac{s^2}{2}\,\frac{\bar Tf_{TT}}{f_T}.$$

From $f_T=(x/T)e^x/(e^x-1)^2$ and $T\,dx/dT=-x$,

$$\frac{Tf_{TT}}{f_T}=T\frac{d\ln f_T}{dT}=-2-x+\frac{2xe^x}{e^x-1}=x\coth\frac x2-2.$$

Hence

$$T_{eq}=\bar T\left[1+\frac{s^2}{2}\left(x\coth\frac x2-2\right)\right].\tag{14}$$

The correction depends on energy, so no single temperature fits the mixture. It vanishes for $x\to0$, where $f\approx k_BT/E$ is linear in temperature and averaging does no harm. For large $x$ it grows as $x-2$, as long as the expansion remains valid.

For the full sky, (13) gives $s^2\approx\beta^2\langle\cos^2\theta'\rangle=\beta^2/3$. In our channel $x\coth(x/2)-2=1.00$, so the excess is $4.11\times1.00/6=0.69$ µK. Direct averaging of the occupation numbers gives 0.687 µK.

## Weighing what the ideal model omits

In the following estimates the sky temperature, solar-system speed and channel are held fixed.

**Warm optics.** A telescope mirror at roughly 40 K with emissivity roughly 0.001 has an occupation number of 5.26 at this energy. The detector receives $(1-0.001)f+0.001\times5.26$, which raises the equivalent sideways temperature by 60 mK, or 18 times the dipole. This offset does not simply cancel between front and back when both are read as temperatures: the apparent dipole is 3.257 mK, 2.2% too small. The occupation-number difference itself loses just 0.1%. The rest arises because Planck's law is nonlinear, so the same difference in $f$ corresponds to a smaller temperature difference on the raised background. The error is removed by subtracting the known, constant mirror contribution from the received occupation number and dividing the remainder by 0.999, before converting to temperature.

**Orbital motion.** The Earth's speed of roughly 30 km/s changes the dipole by at most 0.27 mK, or 8%. Equation (1) still holds with the instantaneous total velocity.

**Intrinsic anisotropy.** The background is not quite isotropic in any frame. An assumed relative variation of $10^{-5}$, which gives only the order of magnitude for a broad beam, means 27 µK. That is under 1% of the dipole but more than six times the second-order scale $\beta^2T$. A sharper beam resolves more structure and can see a variation several times larger.

**Finite beam.** Let the beam be a uniform disc of radius $3.5^\circ=0.0611$ rad. At 90° to the motion, the first-order temperature varies linearly across it, and the mean square of one coordinate over a disc is $r^2/4$. The rms spread is therefore $\beta Tr/2=102$ µK, and the spectral excess in (14) is a mere 1.9 nK. Smoothing matters more: averaging a cosine pattern over the disc multiplies it by $(1+\cos r)/2\approx1-r^2/4$, which lowers the dipole by 0.09%, or 3 µK.

Emission from our Galaxy is also omitted. It varies strongly with direction and is not sized here. Of the estimated effects, mirror emission changes the absolute temperature most, while orbital motion can change the dipole most.

## Table of computed values

```
Flux at 300 K from f: 459.300 W/m2
Flux at 300 K, sigma T^4: 459.300 W/m2
FAST OBSERVER beta: 0.50, gamma: 1.15470
T'/T at theta' = 0 deg: 1.73205
T'/T at theta' = 60 deg: 1.15470
T'/T at theta' = 90 deg: 0.86603
T'/T at theta' = 120 deg: 0.69282
T'/T at theta' = 180 deg: 0.57735
Source at 90 deg in rest frame seen at: 60.000 deg
Volume factors photon: space 1.414936, momentum 0.706746
  product (6D Jacobian) photon: 1.00000000
Volume factors massive: space 1.268000, momentum 0.788643
  product (6D Jacobian) massive: 1.00000000
Forward look, p' = 0.5, 1, 2, 4 (mass 1 or 0, c = 1):
  E/E' photon:  [0.5774 0.5774 0.5774 0.5774]
  E/E' massive: [0.8965 0.7465 0.6383 0.5946]
Photons sampled: 2000000, found in |z'|<1: 1332456
Bins: 64, chi2 Planck with T'(theta'): 70.1
chi2 one common temperature: 8.993e+05
chi2 invariant intensity rule: 1.218e+06
Photon density ratio, counted: 1.1539
Energy density ratio: 1.44444
Black sphere temperature / T: 1.09629
MICROWAVE SKY (rough inputs) T: 2.7 K
Speed: 370 km/s, beta: 1.23419e-03
k_B T: 2.32668e-04 eV
Channel energy: 6.0e-04 eV
Channel frequency: 145.08 GHz
E/(k_B T): 2.5788
T' forward: 2.7033344 K
T' sideways: 2.6999979 K
T' backward: 2.6966697 K
f forward: 0.0823777
f sideways: 0.0820944
f backward: 0.0818122
Rest-frame energy of forward photon: 5.9925994e-04 eV
Dipole amplitude: 3.3323 mK
Second-order scale beta^2 T: 4.113 uK
Full-sky mixture: rms spread 1.9239 mK
Full-sky mixture: non-Planck excess 0.6869 uK
Orbital speed 30 km/s shifts dipole by up to: 0.270 mK
Intrinsic anisotropy (rough 1e-05): 27 uK
Beam radius 3.5 deg at 90 deg: rms spread 101.7 uK
Beam non-Planck excess: 1.921 nK
Mirror 40 K, emissivity 1e-03: f of mirror 5.2594
Mirror offset of sideways T: 60.35 mK
Dipole read with mirror emission: 3.2575 mK
```
